# How finely can an aluminium kinetic-inductance detector resolve 0.8 eV photons?

**Question.** A photon of energy $E=0.8$ eV, wavelength about 1550 nm, is absorbed in an aluminium kinetic-inductance detector. The photon breaks Cooper pairs, and the detector senses the resulting quasiparticles as a change of inductance. Take a gap $\Delta=0.18$ meV, a pair-breaking efficiency $\eta=0.57$ and a Fano factor $F=0.2$. If the randomness of quasiparticle creation is the sole source of noise, what is the resolving power $R=E/\delta E$, where $\delta E$ is the full width at half maximum? How does it scale, and what would spoil it?

**Answer.**

### Counting the quasiparticles

Here $\Delta$ is the lowest energy of one quasiparticle, so breaking a pair costs at least $2\Delta$. The excitations made by the photon relax by emitting phonons. Phonons above $2\Delta$ can break further pairs; those below cannot, and their energy is lost to the signal. When this cascade has ended, the quasiparticles sit near the gap edge. The efficiency $\eta$ is the mean fraction of $E$ then stored as $N\Delta$, so the mean number is

$$\bar N=\frac{\eta E}{\Delta}=\frac{0.57\times 0.8\ \text{eV}}{0.18\times10^{-3}\ \text{eV}}\approx 2533 .$$

Each quasiparticle thus costs $\varepsilon=\Delta/\eta=0.316$ meV on average, more than $\Delta$ because of the lost phonons.

The Fano factor is defined here for the number of quasiparticles, $\sigma_N^2=F\bar N$. Quasiparticles created singly and independently would give Poisson statistics, $F=1$. Independent breaking of pairs would give $F=2$: the number of pairs would have variance $\bar N/2$, and $N$ is twice that number, so $\sigma_N^2=4\times\bar N/2=2\bar N$. The real creation events are not independent, because they share a fixed energy. To see the consequence, let quasiparticle $i$ use up an energy $\varepsilon_i$, including its share of the lost phonons, with mean $\varepsilon$ and standard deviation $s$. Energy conservation reads

$$E=\sum_{i=1}^{N}\varepsilon_i=N\varepsilon+\sum_{i=1}^{N}(\varepsilon_i-\varepsilon).$$

Since $E=\bar N\varepsilon$, this gives

$$N-\bar N=-\frac1\varepsilon\sum_{i=1}^{N}(\varepsilon_i-\varepsilon).$$

If the $\varepsilon_i$ are nearly independent and $N$ is large, the sum has variance close to $\bar N s^2$. Hence $\sigma_N^2\approx\bar N s^2/\varepsilon^2$, and $F\approx(s/\varepsilon)^2$. The number fluctuates because the cost per quasiparticle fluctuates; with a fixed cost, $F$ would vanish. For independent costs, $F=0.2$ would correspond to $s\approx0.45\,\varepsilon$. This is a rough value, because the two quasiparticles of a pair share the energy of one phonon and their costs are correlated.

### From number to resolving power

A signal proportional to $N$ is converted to energy by multiplying by $\Delta/\eta$. The standard deviation of the inferred energy is therefore

$$\sigma_E=\frac{\Delta}{\eta}\sqrt{F\,\frac{\eta E}{\Delta}}=\sqrt{\frac{F\Delta E}{\eta}} .$$

Many nearly independent branches of the cascade add up, so the line is close to a Gaussian. A Gaussian falls to half its peak where $e^{-x^2/2\sigma_E^2}=\tfrac12$, that is at $x=\pm\sigma_E\sqrt{2\ln2}$. The full width is $\delta E=2\sqrt{2\ln 2}\,\sigma_E=2.355\,\sigma_E$, and

$$\boxed{R=\frac{E}{\delta E}=\frac{1}{2\sqrt{2\ln2}}\sqrt{\frac{\eta E}{F\Delta}}}$$

For the stated values, $\sigma_N=\sqrt{0.2\times2533}=22.5$ and $\sigma_E=22.5\times0.316\ \text{meV}=7.11$ meV. Then $\delta E=16.7$ meV, or $6.15\times10^{-4}$ hartree, and

$$R=\frac{800\ \text{meV}}{16.74\ \text{meV}}\approx 48 .$$

Because $E\propto1/\lambda$, small widths obey $\delta\lambda/\lambda=\delta E/E$. The line is about 32 nm wide at 1550 nm.

### How it scales

At fixed $\eta$, $F$ and $\Delta$, the absolute width grows as $\sqrt E$ and the resolving power also grows as $\sqrt E$. A photon of four times the energy would have $R\approx96$. Halving the gap, with the other inputs fixed, would multiply $R$ by $\sqrt2$. For small changes,

$$\frac{dR}{R}=\frac12\left(\frac{dE}{E}+\frac{d\eta}{\eta}-\frac{dF}{F}-\frac{d\Delta}{\Delta}\right),$$

so a 10% error in an input moves $R$ by about 5%. Poisson counting, $F=1$, would give $R\approx21$.

The formula needs a long cascade. Consider, at the opposite extreme, a phonon with energy between $2\Delta$ and $4\Delta$ that breaks a pair. Each of the two quasiparticles has at least $\Delta$, so neither has more than $3\Delta$, and neither can emit a phonon above $2\Delta$. The count is two, without spread, whatever the energy in this range. It carries no fine energy information, and $R$ as given above loses its meaning.

### Are the efficiency and Fano factor reasonable?

They can be estimated from a model cascade at zero temperature. Let $\rho(\epsilon)=\epsilon/\sqrt{\epsilon^2-\Delta^2}$ be the reduced density of states. A quasiparticle of energy $\epsilon$ drops to $\epsilon'$, emitting a phonon $\Omega=\epsilon-\epsilon'$, with relative weight

$$w_{\rm em}\propto\Omega^2\rho(\epsilon')\left(1-\frac{\Delta^2}{\epsilon\epsilon'}\right).$$

A phonon $\Omega>2\Delta$ creates quasiparticles $\epsilon$ and $\epsilon'=\Omega-\epsilon$ with weight

$$w_{\rm br}\propto\rho(\epsilon)\rho(\epsilon')\left(1+\frac{\Delta^2}{\epsilon\epsilon'}\right).$$

The factor $\Omega^2$ is a model for the electron–phonon spectrum: the squared coupling is taken proportional to the phonon momentum $q$, the transfers between points of a Fermi surface have measure $q\,dq$, and $\Omega\propto q$.

The brackets come from the BCS amplitudes, with $u^2=\frac12(1+\xi/\epsilon)$, $v^2=\frac12(1-\xi/\epsilon)$ and $uv=\Delta/2\epsilon$, where $\xi$ is the normal-state energy from the Fermi level. Emission contains

$$(uu'-vv')^2=\frac12\left(1+\frac{\xi\xi'}{\epsilon\epsilon'}-\frac{\Delta^2}{\epsilon\epsilon'}\right),$$

and pair breaking contains

$$(uv'+vu')^2=\frac12\left(1-\frac{\xi\xi'}{\epsilon\epsilon'}+\frac{\Delta^2}{\epsilon\epsilon'}\right).$$

Summing over both signs of $\xi'$ removes the middle terms.

Let $G(z)=\langle z^n\rangle$ be the generating function of the final count $n$ from one excitation. Independent branches add their counts, so their generating functions multiply:

$$G_{\rm ph}(\Omega)=\langle G_{\rm qp}(\epsilon)\,G_{\rm qp}(\Omega-\epsilon)\rangle_{\rm br},\qquad G_{\rm qp}(\epsilon)=\langle G_{\rm qp}(\epsilon')\,G_{\rm ph}(\epsilon-\epsilon')\rangle_{\rm em}.$$

The end points are $G_{\rm ph}=1$ below $2\Delta$ and $G_{\rm qp}=z$ at the gap edge. Energies fall at each emission, so the equations can be solved upward from the gap. The photon was represented by 55 phonons of $80\Delta$ and one carrying the remainder. The earlier electronic stage is left out.

The result is $\eta=0.590$ and $F=0.209$, close to the assumed pair. Halving the energy step from $0.1\Delta$ to $0.05\Delta$ moved them by about 0.001 each. The half-maximum width of the computed distribution gives $R=47.5$, and the boxed formula with the cascade's own $\eta$ and $F$ gives 47.6, which tests the Gaussian step. The choice of phonon spectrum matters more than the energy step: with $\Omega$ in place of $\Omega^2$ in $w_{\rm em}$, the same cascade gives $\eta\approx0.56$, $F\approx0.24$ and $R\approx43.5$. The agreement therefore supports the assumed values only roughly.

The cascade also shows which count the Fano factor belongs to. The number of pairs is $N/2$, with variance $F\bar N/4$ and mean $\bar N/2$, so its variance-to-mean ratio is $F/2$, about 0.10 in this model. Assigning 0.2 to pairs would double the quasiparticle variance and lower the estimate to $R\approx34$.

### What spoils the limit

**Escaping phonons.** A film loses some pair-breaking phonons to its substrate. Let $r$ be the escape time divided by the pair-breaking time at $2\Delta$. At high energy the pair-breaking rate grows as $\Omega$, since $\rho\to1$ and the range of final energies is nearly $\Omega$. In units where the rate integral is $\pi$ at threshold it tends to $\Omega/\Delta$, so for large $r\Omega/\Delta$ the escape probability is $p\approx\pi\Delta/(r\Omega)$. Each loss removes about $\eta\Omega/\Delta$ quasiparticles. For $E/\Omega$ phonons the added variance is

$$\frac{E}{\Omega}\,p\left(\frac{\eta\Omega}{\Delta}\right)^2\approx\frac{\pi\eta}{r}\,\bar N .$$

This does not depend on $\Omega$: high-energy phonons escape rarely, but each escape costs more. Every high-energy generation of phonons therefore contributes comparably.

With escape included in the cascade, the variance-to-mean ratio rises from 0.21 to 0.27 for $r=100$ and to 0.77 for $r=10$. The resolving power, now computed from the standard deviation, falls from 47.6 to 42 and 24. For $r=10$ the one-generation estimate adds $\pi\times0.59/10\approx0.19$, about a third of the computed increase, which is consistent with several generations contributing. Losses above $80\Delta$ are missing here, so the computed reductions are incomplete. Starting the phonons at $200\Delta$, near the top of aluminium's phonon spectrum, lowers this standard-deviation value further, to about 22 for $r=10$. The further drop comes from rare, large losses, which form a tail on the low-energy side of the line. The half-maximum width hardly registers that tail: it gives $R$ between 24 and 26 at $r=10$ for both starting energies.

When escape is slow, the mean efficiency barely reveals the problem. At $r=10$ it drops by 8%, from 0.590 to 0.543, while $R$ is halved.

**Thermal quasiparticles.** With $N_0$ the normal density of states per spin and $V$ the volume, two spins and two signs of $\xi$ give

$$N_{\rm th}=4N_0V\int_0^\infty \frac{d\xi}{e^{\sqrt{\Delta^2+\xi^2}/k_BT}+1}\approx2N_0V\sqrt{2\pi k_BT\Delta}\;e^{-\Delta/k_BT}.$$

The last form uses $k_BT\ll\Delta$, which allows the 1 to be dropped and the root to be expanded as $\Delta+\xi^2/2\Delta$. Nearly empty states fluctuate independently, so the variance is about $N_{\rm th}$.

For a chosen volume of 30 µm³ and a rough $N_0=1.7\times10^{10}$ eV⁻¹ µm⁻³, $N_{\rm th}\approx0.09$ at 0.1 K, which is negligible beside $\sigma_N^2\approx507$. At 0.2 K it is about 4300. Adding all of this variance gives

$$R=\frac{2533}{2.355\sqrt{507+4292}}\approx16 .$$

This applies to a single reading of the number. The thermal number changes appreciably only over the recombination time, so a fast readout could remove much of this noise by subtracting a reading taken just before the photon arrives. For this volume, cooling from 0.2 K to 0.1 K removes the equilibrium thermal term. Real aluminium films often keep a residual population, created for example by stray radiation or readout power, which cooling does not remove. A residual density of 25 µm⁻³ would mean 750 quasiparticles here, more than $\sigma_N^2$, and its fluctuations could then matter.

**Readout noise.** Independent noise equivalent to $\sigma_r$ quasiparticles changes the resolving power to $R/\sqrt{1+\sigma_r^2/\sigma_N^2}$. It must stay well below 22 quasiparticles to leave the creation limit visible.

**Nonlinearity.** Quasiparticles at the gap edge block states in the gap equation and reduce the gap by $\delta\Delta/\Delta\approx \bar N/(2N_0V\Delta)$. Spread evenly over the 30 µm³, those from one photon give $1.4\times10^{-5}$, so an inductance change proportional to $N$ is a reasonable assumption. The readout can still be nonlinear: in a resonator of high quality factor, one photon may shift the resonance by a good part of its linewidth, and the measured phase is then no longer proportional to $N$. A concentrated hot spot, or recombination before the signal is read, would need separate treatment.

### Beside a real detector

The gap of 0.18 meV is close to that of aluminium, and at 0.1 K the thermal term is negligible for the volume used, which is a round choice. The assumption most exposed in a thin film on a solid substrate is that no pair-breaking phonon escapes. For the two escape ratios above, that alone moves the estimate from 48 to roughly 42 or 24, judged by the standard deviation with phonons starting at $80\Delta$, before readout noise is added. Both ratios describe slow escape. In an aluminium film about 50 nm thick on a solid substrate, the escape time can be comparable to the pair-breaking time, roughly 0.2 ns. For $r=1$ the same cascade gives $\eta\approx0.32$ and $R\approx9$, or $R\approx8$ with phonons starting at $200\Delta$. The value 48 is thus a creation-statistics limit for the stated inputs, not a predicted linewidth. When phonon escape dominates the variance, slowing that escape is an effective remedy. The numerical output below covers the main estimate, the cascade started at $80\Delta$ without escape and with $r=10$ and $100$, and the equilibrium thermal term.

## Calculated quantities

```
photon energy                        0.800 eV
photon wavelength                    1549.8 nm
gap                                  0.180 meV
pair-breaking efficiency             0.57
Fano factor (quasiparticles)         0.20
photon energy / gap                  4444.4
energy per quasiparticle             0.3158 meV
mean quasiparticle number            2533.3
rms spread of the number             22.51
FWHM / sigma of a Gaussian           2.3548
rms energy spread                    7.108 meV
FWHM energy width                    16.74 meV
FWHM energy width                    6.151e-04 hartree
FWHM as wavelength width             32.4 nm
RESOLVING POWER                      47.79
same with Poisson counting, F = 1    21.37
same if F = 0.2 were for pairs       33.80
cascade: packets of 80 gaps          55
cascade: efficiency                  0.5897
cascade: Fano factor                 0.2089
cascade: efficiency from slope       0.5897
cascade: Fano factor from slope      0.2089
cascade: R from half maximum         47.53
cascade: R from formula              47.57
step 0.1 to 0.05 gap, efficiency     +0.00124
step 0.1 to 0.05 gap, Fano factor    +0.00082
step 0.1 to 0.05 gap, R              -0.065
no escape, step 0.1: R from variance 47.62
escape/breaking time  10: efficiency 0.5428
escape/breaking time  10: var/mean   0.773
escape/breaking time  10: R (rms)    23.72
escape/breaking time 100: efficiency 0.5836
escape/breaking time 100: var/mean   0.269
escape/breaking time 100: R (rms)    41.66
absorber volume                      30 um^3
density of states, rough             1.7e+10 /(eV um^3)
T = 0.1 K: thermal number, formula    0.08539
T = 0.1 K: thermal number, quadrature 0.0869
T = 0.1 K: R with thermal variance    47.79
T = 0.2 K: thermal number, formula    4147
T = 0.2 K: thermal number, quadrature 4292
T = 0.2 K: R with thermal variance    15.53
relative gap reduction by the photon 1.38e-05
```
